Average initial flip rate of memory bits with Gaussian-distributed barriers

**Problem**

A magnetic memory holds bits at T = 300 K. Each bit has two stable states of equal energy, separated by a barrier. Written in units of kT, the barrier Δ varies from bit to bit as a Gaussian with mean μ = 60 and standard deviation σ = 5. A bit leaves either state at the rate

Γ = f0 exp(−Δ),

with the same attempt frequency f0 = 10⁹ s⁻¹ for all bits.

(a) What single barrier must identical bits have to match the initial average flip rate of this population?
(b) Which bits produce that average?
(c) May the single barrier be used to predict the errors after ten years?
(d) Does one particular memory array show the average rate?

**A tempting solution**

The distribution is symmetric about 60. For every bit with a barrier somewhat too low there is another with a barrier equally too high, so the two deviations seem to cancel. The population should then behave like identical bits with Δ = 60, and the rate would be

f0 exp(−60) = 8.76 × 10⁻¹⁸ s⁻¹ per bit.

**Where it fails**

The deviations cancel in the average of Δ, but the question concerns the average of exp(−Δ). Take two bits, one at 55 and one at 65. Relative to a bit at 60, the first flips e⁵ ≈ 148 times faster and the second 148 times slower. Their average rate is

½(e⁵ + e⁻⁵) ≈ 74

times the rate at 60. The slow bit can remove at most its own share of the average, whereas the fast bit can add without such a limit. The exponential must therefore be averaged over the whole distribution.

**The initial rate**

Let p(t) be the probability that a bit written correctly at t = 0 is in the wrong state at time t. The wrong state fills at the rate Γ(1 − p) and empties at the rate Γp:

dp/dt = Γ(1 − p) − Γp = Γ − 2Γp.

With p(0) = 0 the solution is

p(t) = ½[1 − exp(−2Γt)].

Its slope at t = 0 is Γ. The fraction of wrong bits in the population therefore starts with the slope ⟨Γ⟩, where the brackets denote the average over barriers. This is the initial average flip rate:

⟨Γ⟩ = f0 ∫ dΔ [1/(σ√(2π))] exp[−(Δ − μ)²/(2σ²)] exp(−Δ).

To combine the exponents, set y = Δ − μ. Then

−y²/(2σ²) − y − μ = −(y² + 2σ²y)/(2σ²) − μ
= −[(y + σ²)² − σ⁴]/(2σ²) − μ
= −(Δ − μ + σ²)²/(2σ²) − μ + σ²/2.

The first term is again a Gaussian exponent of width σ, now centred at μ − σ². Together with the prefactor it integrates to 1 over all Δ, which leaves

⟨Γ⟩ = f0 exp(−μ + σ²/2).

Identical bits with barrier Δ_eff have the rate f0 exp(−Δ_eff), so

Δ_eff = μ − σ²/2 = 60 − 12.5 = 47.5.

This answers (a). The rate is

⟨Γ⟩ = 10⁹ s⁻¹ × exp(−47.5) = 2.35 × 10⁻¹² s⁻¹ per bit,

which is e^12.5 ≈ 2.7 × 10⁵ times the tempting result. For σ → 0 the two agree, as they must. The correction is quadratic in σ, so the spread has to be known well: σ = 5.5 instead of 5 gives Δ_eff = 44.9 and a rate 14 times higher.

**Which bits flip**

The completed square also answers (b). If each bit is weighted by its share of the total rate, the barriers follow a Gaussian of the same width σ = 5 centred at

μ − σ² = 35.

Half of the average rate thus comes from bits with barriers below 35, five standard deviations under the mean. They make up 2.9 × 10⁻⁷ of the population. The value 47.5 describes an equivalent population and is not the typical barrier of the bits that flip.

Two conditions follow. First, a Gaussian extends to negative barriers, which have no meaning here. Let Φ(z) be the probability that a standard normal variable is below z. If only barriers above a cut c are kept, the weighted Gaussian loses its part below c, and the original one must be normalized again. The average is then multiplied by

Φ((μ − σ² − c)/σ) / Φ((μ − c)/σ).

For c = 0 this is Φ(7)/Φ(12), which differs from 1 by about 10⁻¹². The escape law Γ = f0 exp(−Δ), which needs Δ well above 1, is also safe here: barriers below 5 kT supply only about 10⁻⁹ of the average rate. The result would fail for μ = 10 and σ = 4. The weighted centre would then be at −6, below the cut, and the true average would be less than half of the formula's value.

Second, the real distribution must be Gaussian far out in its lower tail. Suppose that bits with barriers below 40 are found and replaced by spares drawn from the remaining distribution. This concerns 3.2 × 10⁻⁵ of the bits, but it multiplies the average rate by Φ(−1)/Φ(4) = 0.159 and raises the equivalent barrier to

47.5 − ln 0.159 = 49.3.

A fit to the central part of a measured distribution therefore does not determine the average rate.

**How long "initial" lasts**

A second tempting step is to insert Δ_eff = 47.5 into the error formula for any time. To see when this is allowed, put x = Γt. Since 1 − u ≤ e⁻ᵘ ≤ 1 for u ≥ 0, integration from 0 to 2x gives

2x − 2x² ≤ 1 − exp(−2x) ≤ 2x.

Halving this and averaging over the population gives

⟨Γ⟩t − ⟨Γ²⟩t² ≤ ⟨p⟩ ≤ ⟨Γ⟩t.

The second moment follows from the same square with 2Δ in place of Δ:

⟨Γ²⟩ = f0² exp(−2μ + 2σ²).

The cut at Δ = 0 can only lower this value, apart from a negligible change of normalization. The shortfall of ⟨p⟩ relative to the straight line ⟨Γ⟩t is therefore at most

t⟨Γ²⟩/⟨Γ⟩ = t f0 exp(−μ + 3σ²/2) = t × 10⁹ s⁻¹ × exp(−22.5) = 0.17 (t / 1 s).

This guarantees the initial law for times well below a second. It is a cautious bound, because ⟨Γ²⟩ is weighted towards barriers near μ − 2σ² = 10, and such bits have long since stopped adding errors. Numerical integration of p(t) over the barriers gives a shortfall of 0.4% after 1 s and 13% after 1 h. The straight line is 10% too high, relative to the true error, after about 1100 s.

**Ten years**

For long times a different estimate is useful. The function ½[1 − exp(−2x)] never exceeds x or ½, so it never exceeds the smaller of the two. It also never falls below (1 − 1/e) ≈ 0.63 times the smaller one. For x ≤ ½ the ratio to x falls as x grows, because the function is concave and starts at zero, and it reaches 1 − 1/e at x = ½. For x > ½ the ratio to ½ is 1 − exp(−2x), which grows from that value.

The change from x to ½ occurs at Γt = ½, that is, at the barrier

L = ln(2 f0 t).

Bits more than about 2 kT below L are randomized. The upper estimate counts every bit below L as ½, including those just below L that are not yet fully randomized. Bits above L count Γt, and their share of the average rate comes from the weighted Gaussian. The averaged upper estimate is

M(t) = ½ Φ((L − μ)/σ) + ⟨Γ⟩t Φ((μ − σ² − L)/σ),

and the true error lies between 0.63 M and M.

After ten years (3.156 × 10⁸ s), L = 40.99 and ⟨Γ⟩t = 7.4 × 10⁻⁴. The two terms are

½ Φ(−3.80) ≈ 3.6 × 10⁻⁵,
7.4 × 10⁻⁴ × Φ(−1.20) ≈ 8.6 × 10⁻⁵,

so M ≈ 1.2 × 10⁻⁴. Numerical integration gives the error itself:

mixed population: 1.07 × 10⁻⁴,
identical bits at 47.5: 7.41 × 10⁻⁴.

The answer to (c) is no: the single barrier overestimates the ten-year error by a factor of 6.9. The direction of this discrepancy is general within the model. Since ½[1 − exp(−2Γt)] is concave in Γ, its average over the bits cannot exceed its value at the average rate, which is the error of the identical bits. Physically, the weakest bits supply most of the early errors, but each can contribute no more than ½ to the error count, while identical bits continue to fail at nearly the initial pace.

The barrier 60 fails in the other direction. It predicts 8.76 × 10⁻¹⁸ s⁻¹ × 3.156 × 10⁸ s = 2.8 × 10⁻⁹, too small by a factor of about 4 × 10⁴.

**One array**

The expected average rate of an array of independent bits is ⟨Γ⟩ for any array size. A given array need not be close to it. An array of 2²⁰ bits (1 Mibit) contains on average 0.30 bits with barriers below 35, yet such bits supply half of ⟨Γ⟩. About three quarters of these arrays have none. A single bit at 35 adds e^12.5/2²⁰ ≈ 0.26 ⟨Γ⟩ to the average rate of its array, so an array lies far above the average only if it holds still weaker bits. About 5% of the 1 Mibit arrays exceed 2⟨Γ⟩.

The typical value can be found by random sampling. In each of 2000 simulated arrays the weakest bits, about 4000 of them, were drawn individually, and the rest were represented by their mean contribution. With a sampling uncertainty of about 0.01, the median array had an average rate of

0.55 ⟨Γ⟩ for 2²⁰ bits,
0.91 ⟨Γ⟩ for 2³⁰ bits (1 Gibit).

The larger array has on average 308 bits below 35, so its tail is much better filled. The answer to (d) is: not in general. The median 1 Gibit array lies about 9% below ⟨Γ⟩, whereas the median 1 Mibit array shows little more than half of it. For 2³⁰ bits, ⟨Γ⟩ corresponds to 2.5 × 10⁻³ flips per second in the whole array, or one flip in about 400 s.

**Comparison with a real device**

The numbers resemble those of a perpendicular magnetic tunnel junction. Rough typical values are an anisotropy field B_k = 0.3 T, a magnetization M_s = 10⁶ A/m and a free layer 1.5 nm thick. For uniform rotation the barrier energy is ½B_k M_s V, where V is the layer volume. Setting it equal to 60 kT = 1.55 eV gives V ≈ 1.7 × 10⁻²⁴ m³, a disc about 38 nm in diameter, which is a realistic size. The spread σ = 5 is a model choice; in practice it depends on the fabrication process. The equal energy of the two states is also an idealization, since a stray field from the reference layer favours one of them. If all bits share one magnetic moment, a stray field of 10 mT along the axis raises the initial average rate out of the disfavoured state about 50 times. Four other assumptions deserve a numerical estimate.

*Temperature.* Suppose that the barrier energies stay fixed while the device is used at 85 °C. Both μ and σ then shrink by 300/358.15, to 50.26 and 4.19, and

Δ_eff = 50.26 − 4.19²/2 = 41.5.

The initial rate rises by a factor of about 400. The anisotropy also weakens on heating. If this lowers all barrier energies by a further 10%, an assumed rough figure, Δ_eff becomes 38.1 and the factor is about 1.2 × 10⁴. These factors refer to the initial rate; the ten-year error rises less, about 110 and 830 times. Of the effects estimated here, only a read current common to all bits raises the rate more.

*Read current.* Let m be the unit vector of the magnetization, z the easy axis and x = m·z. Let i be the current divided by its critical value, α the damping constant, and ω the precession frequency in the field B_k. For a current that destabilizes the state x = 1,

dm/dt = τ + α m × dm/dt,
τ = −ωx m × z + αωi m × (m × z).

Taking m × of the first equation, and using m·dm/dt = 0, gives m × dm/dt = m × τ − α dm/dt. Hence

(1 + α²) dm/dt = τ + α m × τ.

Now take the z component. Because m × (m × z) = xm − z, whose z component is −(1 − x²), the current term in τ gives −αωi(1 − x²), and the precession term in αm × τ gives +αωx(1 − x²). The other two terms are parallel to m × z and have no z component. The result is

(1 + α²) dx/dt = αω(1 − x²)(x − i).

At i = 0 this is the motion in the energy Δ(1 − x²), in units of kT, whose downhill slope is 2Δx. The current replaces x by x − i, and the barrier between x = 1 and the new saddle at x = i becomes

2Δ ∫ᵢ¹ (x − i) dx = Δ(1 − i)².

If i = 0.1 for every bit, μ = 48.6 and σ = 4.05. Then Δ_eff = 40.4, and the rate rises by a factor of about 1200.

An equal i is expected at a common read voltage if the bits differ only in area and have the same resistance–area product, because the current and its critical value then both grow with the area. If instead the current is common to all bits, i differs from bit to bit. For equal damping and spin polarization the critical current is proportional to B_k M_s V, and hence to Δ. A current with i = 0.1 at Δ = 60 then has i = 6/Δ at other barriers, and the barrier becomes

Δ(1 − 6/Δ)² = Δ − 12 + 36/Δ.

Near Δ = 35, where the average rate arises, this is a reduction by 11 instead of the 6.7 found with equal i. Numerical averaging with fixed f0 gives Δ_eff = 36.5 and a rate about 6 × 10⁴ times higher. At a common current the weak bits are thus also the ones most disturbed by reading. Both estimates apply while the current flows, and to the state that it destabilizes.

*Attempt frequency.* For uniform rotation f0 itself depends on Δ. Thermal noise adds to the drift of x a diffusion with coefficient D(1 − x²). Equilibrium requires the drift to be 2ΔD x(1 − x²), so D is proportional to B_k/Δ and hence to kT/(M_s V). It is the same for all bits if they share one magnetic moment and differ in B_k. The mean time 𝒯(x) to reach the saddle x = 0 from x then obeys

D d/dx[(1 − x²) exp(Δx²) d𝒯/dx] = −exp(Δx²).

Integrating twice, with no flux at x = 1 and 𝒯(0) = 0, gives the time from the well:

𝒯(1) = (1/D) ∫₀¹ dx exp(−Δx²)/(1 − x²) ∫ₓ¹ dy exp(Δy²).

For large Δ the inner integral comes from y near 1 and is about exp(Δ)/(2Δ). The outer one comes from x near 0 and contributes ½√(π/Δ). Thus 𝒯 grows as Δ^(−3/2) exp(Δ), and the attempt frequency grows as Δ^(3/2). If f0 denotes its value at Δ = 60, averaging with this factor multiplies the rate by 0.45 and gives Δ_eff = 48.3. If the bits differ in area instead, D falls as 1/Δ and the attempt frequency grows only as Δ^(1/2); the factor is then 0.75 and Δ_eff = 47.8. This is a small change beside those from temperature and current.

*Uniform rotation.* A disc of this size may reverse non-uniformly, over a lower barrier. The present model does not give the reduction. As a measure of sensitivity, a 10% reduction of all barriers at 300 K would give 54 − 4.5²/2 = 43.9 and a rate about 40 times higher.

**What the spread costs**

Suppose the initial average rate is required to be that of identical bits with Δ = 60. If σ stays at 5, the mean must rise to 72.5. If σ instead grows in proportion to the mean, σ = μ/12, the condition is

μ − μ²/288 = 60,

whose smaller root is μ = 144 − √3456 ≈ 85. There the weighted centre μ − σ² is still near 35, far above the cut at zero, so the formula holds. Raising the mean by 25 thus raises the equivalent barrier by only 12.5, because the spread grows too. The left side has a maximum of 72 at μ = 144. There the weighted centre has reached zero, and the cut must be included. With the cut the equivalent barrier still rises, but very slowly: it is 72.7 at μ = 144 and 75.4 at μ = 288. These last values are only indicative, because they depend on barriers near zero, where the escape law does not hold. With a spread proportional to the mean, a higher mean therefore lowers the initial average rate only a little beyond this point. That rate then belongs to bits that no real array contains: at μ = 144 about 95% of it comes from barriers below 24, which make up about 10⁻²³ of the population, and even at μ = 85 the bits below 35 are only 6 × 10⁻¹³ of it. The ten-year error keeps falling steeply, from 6 × 10⁻¹⁰ at μ = 85 to 7 × 10⁻¹⁸ at μ = 144 and 3 × 10⁻²⁵ at μ = 288. To match the ten-year error of identical bits at 60, a mean of 72.4 is needed for σ = 5 and a mean of about 82 for σ = μ/12. A narrower distribution or the removal of weak bits raises the equivalent barrier without a higher mean.
